# The local force-balance equation for the electron density, part 2

We study the local force balance of \(N\) electrons, in Hartree atomic units. The state obeys \(i\partial_t\Psi=H\Psi\) with \(H=-\tfrac12\sum_j\nabla_j^2+U\). Here \(U\) sums the external potential \(v\) over electrons and the interaction \(w\) over pairs, both real, multiplicative and spin-independent.

At fixed spins \(\Psi=a+ib\), \(\rho=a^2+b^2\) and \(J_\lambda=a\,\partial_\lambda b-b\,\partial_\lambda a\), with \(\lambda\) running over all \(3N\) coordinates. Part 3 used the product rule to derive (6) and (7) from (1):

\[ \dot a=Hb,\qquad \dot b=-Ha. \tag{1} \]

\[ \partial_t\rho=2a\,Hb-2b\,Ha=-a\,\partial_\lambda\partial_\lambda b+b\,\partial_\lambda\partial_\lambda a+2(a\,Ub-b\,Ua)=-\partial_\lambda J_\lambda. \tag{6} \]

\[ \partial_tJ_k=-\rho\,\partial_kU-\partial_\lambda\tau_{\lambda k},\qquad \tau_{\lambda k}=\mathrm{Re}(\partial_\lambda\Psi^*\partial_k\Psi)-\tfrac14\partial_\lambda\partial_k\rho. \tag{7} \]

Let \(\int'\) sum over spins and integrate over \(\mathbf r_2,\dots,\mathbf r_N\) at \(\mathbf r_1=\mathbf r\). Indices \(i,k\) belong to \(\mathbf r_1\); repeated indices are summed. With \(n=N\!\int'\!|\Psi|^2\), \(j_k=N\!\int'\!\mathrm{Im}\,\Psi^*\partial_k\Psi\) and pair density \(\rho_2\) (integral \(N(N-1)\)),

\[ T_{ik}=N\!\int'\!\mathrm{Re}\,(\partial_i\Psi^*\,\partial_k\Psi)-\tfrac14\partial_i\partial_kn, \tag{2} \]

\[ W_k(\mathbf r)=\int\!\rho_2(\mathbf r,\mathbf r')\,\partial_kw(|\mathbf r-\mathbf r'|)\,d^3r'. \tag{3} \]

When surface terms vanish,

\[ \partial_tn=-\partial_kj_k. \tag{8} \]

\[ \partial_tj_k=-n\,\partial_kv-\partial_iT_{ik}-W_k, \tag{4} \]

\[ \partial_t^2n=\nabla\!\cdot(n\nabla v)+q,\qquad q=\partial_k\partial_iT_{ik}+\partial_kW_k. \tag{5} \]

An alternative tensor has the same divergence as \(T\):

\[ \tilde T_{ik}=N\!\int'\!\mathrm{Re}(\partial_i\Psi^*\partial_k\Psi)-\tfrac14\delta_{ik}\nabla^2n \tag{9} \]

If all electrons share one spatial orbital, with velocity \(u_k=j_k/n\),

\[ T_{ik}=n\,u_iu_k+\frac{\partial_in\,\partial_kn}{4n}-\tfrac14\partial_i\partial_kn. \tag{10} \]

Globally,

\[ \frac{d^2}{dt^2}\Big\langle\sum_jx_j\Big\rangle=-\int n\,\partial_xv. \tag{11} \]

Stationary states obey the virial relation \(2\langle K\rangle+E_{ee}=\int n\,\mathbf r\cdot\nabla v\) (kinetic energy \(K\), Coulomb interaction energy \(E_{ee}\)) and

\[ n\,\partial_kv+\partial_iT_{ik}+W_k=0. \tag{12} \]

The Hartree potential is \(v_H=\int n(\mathbf r')w\,d^3r'\). For two electrons, \(\mathbf u=\mathbf r_2-\mathbf r_1\), \(u=|\mathbf u|\) and \(\mathbf R=\tfrac12(\mathbf r_1+\mathbf r_2)\). Primes on functions of one variable denote derivatives. Part 6 has shown that (4) survives Coulomb electron-electron coalescence, where \(\Psi=\Psi_0(1+\tfrac12u)\) to leading order; it now turns to nuclei.

**A point nucleus.** For \(v=-Z/r\) the derivation holds at every \(\mathbf r\ne0\), as long as \(\Psi\) is smooth there in space and time. Another electron may then still meet the nucleus. With the cusp form given below, the components \(J_\lambda\) and \(\tau_{\lambda k}\) with \(\lambda\) belonging to that electron stay bounded, so their surface integrals over a small sphere around the nucleus vanish with its radius. At the origin two terms on the right of (5) contain delta functions. From \(\nabla^2(1/r)=-4\pi\delta\), the term \(\nabla\cdot(n\nabla v)\) contains \(+4\pi Zn(0)\delta(\mathbf r)\). Boundedness of \(H\Psi\) requires \(\Psi\approx\Psi_0(1-Zr)\), because \(-\tfrac12\nabla^2(-Zr)=Z/r\), so \(n\approx n(0)(1-2Zr)\). Then \(\nabla^2n\approx-4Zn(0)/r\), and \(-\tfrac14\nabla^2\nabla^2n\) contains \(Zn(0)\nabla^2(1/r)=-4\pi Zn(0)\delta(\mathbf r)\). Near the nucleus \(\nabla\Psi\approx-Z\Psi_0\hat{\mathbf r}+\mathbf c\), with \(\mathbf c\) independent of \(\mathbf r\), so the gradient-product part of \(T\) is bounded and at leading order depends only on the direction \(\hat{\mathbf r}\). Each derivative of such a function costs one power of \(r\). Its second derivatives therefore grow at most as \(r^{-2}\), which is integrable, and the flux of its first derivatives through a sphere of radius \(\varepsilon\) is of order \(\varepsilon^2\cdot\varepsilon^{-1}\to0\), so it carries no delta function. The two delta functions cancel exactly when the cusp matches the charge. If \(Z\) is changed suddenly, the old cusp meets the new charge and the cancellation fails. The damage is not confined to the nucleus. Take hydrogen 1s with the nucleus removed at \(t=0\). The function \(r\psi\propto re^{-r}\), continued as an odd function of \(r\), has a jump in its second derivative and hence a \(k^{-3}\) Fourier tail. The components with \(k\approx r/t\) reach \(r\) at time \(t\) with amplitude of order \(t^{5/2}\) and phase \(r^2/2t\), and each time derivative multiplies them by \(r^2/2t^2\). Thus \(\partial_t^2n\) oscillates with an amplitude growing as \(t^{-3/2}\) when \(t\to0^+\) at \(r>0\) as well, and it does not exist at that instant.

**Where the form changes.** For a non-local potential, \(a\,Ub-b\,Ua\) in (6) no longer vanishes, so (8) acquires a source. With a vector potential or spin-orbit coupling \(H\) is not a real spin-independent operator, (1) fails, the current and the stress must be redefined, and further forces join (4). For \(\mathbf p\to\mathbf p+\mathbf A\) these are the electric term \(n\,\partial_t\mathbf A\) and, only where \(\nabla\times\mathbf A\ne0\), the velocity-dependent magnetic force. On a lattice the product rule used in part 3 does not hold for finite differences. With periodic boundaries the surface terms still cancel, but (11) and the virial relation do not follow, because \(x\) and \(r^2\) are not periodic.

## 7. Use in the van Leeuwen construction

The quantity \(q\) is built from \(\Psi(t)\) and \(w\); it contains \(v\) only through the history that produced \(\Psi(t)\). Equation (5) can therefore be read as an equation for the potential at the time \(t\):

\[ \nabla\!\cdot(n\nabla v)=\partial_t^2n-q[\Psi(t)]. \tag{13} \]

This is a Sturm–Liouville problem. Its right side integrates to zero, since the particle number is conserved and \(q\) is a divergence, as is required if the flux of \(n\nabla v\) through a sphere is to vanish as the radius of the sphere tends to infinity. Two solutions differ by a function \(\delta\) with \(\nabla\cdot(n\nabla\delta)=0\). Multiplying by \(\delta\) and integrating by parts gives \(\int n|\nabla\delta|^2=\oint n\,\delta\,\nabla\delta\cdot d\mathbf S\). If the surface term vanishes, \(\nabla\delta=0\) wherever \(n>0\), and \(v\) is unique up to a function of time on a connected region of positive density.

Suppose a second system, with interaction \(w_s\) and initial state \(\Phi_0\), is to reproduce \(n(\mathbf r,t)\). Since (5) is of second order in time, \(\Phi_0\) must give the right \(n\) and, through (8), the right \(\partial_tn\) at \(t=0\). Let a superscript \((m)\) denote the \(m\)-th time derivative at \(t=0\). Leibniz's rule applied to (13) for the second system gives

\[ \nabla\!\cdot\big(n^{(0)}\nabla v_s^{(m)}\big)=n^{(m+2)}-q_s^{(m)}-\sum_{l=0}^{m-1}\binom ml\nabla\!\cdot\big(n^{(m-l)}\nabla v_s^{(l)}\big). \]

The term \(q_s^{(m)}\) needs time derivatives of \(\Phi\) up to order \(m\). Differentiating \(\partial_t\Phi=-iH_s\Phi\) a total of \(m-1\) times shows that these contain \(v_s^{(0)},\dots,v_s^{(m-1)}\) only. Each order is thus fixed by the lower ones. That each equation has a solution and that the Taylor series converges are separate assumptions of the van Leeuwen theorem, and the force balance does not supply them. A mismatched cusp, as in part 6, is a case where the expansion fails: the true density is not twice differentiable in time at \(t=0\), and the series built formally order by order at \(\mathbf r\ne0\) can converge to the wrong function. For hydrogen 1s with the nucleus removed it sums to \((1+t^2/r^2)e^{-2r}/\pi\), whose integral \(1+2t^2\) is not conserved.

For the Kohn–Sham system \(w_s=0\), so \(q_s=\partial_k\partial_iT^s_{ik}\). Subtract (13) for the interacting system from (13) for the Kohn–Sham system. The common \(\partial_t^2n\) cancels, and with \(v_{Hxc}=v_s-v\),

\[ \nabla\!\cdot(n\nabla v_{Hxc})=q-q_s=\partial_k\big[\partial_i(T_{ik}-T^s_{ik})+W_k\big]. \tag{14} \]

The outer divergence cannot be removed in general, because equal densities force only \(\nabla\cdot\mathbf j=\nabla\cdot\mathbf j_s\). It can be removed in one dimension, where a function with zero derivative that vanishes at infinity is zero, and for stationary states, where (12) holds for both systems.

## 8. Worked example: two driven electrons on a line

The model has \(v=-2/\sqrt{x^2+1}+xE(t)\), \(w=1/\sqrt{(x_1-x_2)^2+1}\) and \(E(t)=E_0\sin\omega t\), with \(E_0=0.1\) and \(\omega=0.5\). The state is a spin singlet, so the spin sum gives unity and the spatial function \(\Psi(x_1,x_2)\) is symmetric. Then \(T=2\int|\partial_1\Psi|^2dx_2-\tfrac14n''\) and \(W=2\int|\Psi|^2\partial_1w\,dx_2\).

The wavefunction was held on 224 points per coordinate with spacing \(1/7\) bohr, and spatial derivatives were taken by Fourier transform. The field-free ground state, found by a descent iteration preconditioned with the kinetic energy, has energy \(-2.238258\) hartree. It was propagated with a fourth-order composition of split-operator steps. The time derivatives \(\partial_tj\) and \(\partial_t^2n\) at \(t=2\) were taken from five-point difference formulas with spacing \(h=0.02\), and so make no use of \(T\) or \(W\). At this time \(E=0.1\sin1=0.084147\) and \(dE/dt=0.027015\), so the potential is changing. All values below are in atomic units.

| \(x\) | \(n\) | \(j\) | \(v'\) | \(T\) | \(W\) |
|---|---|---|---|---|---|
| \(-1\) | 0.467190 | −0.038116 | −0.622960 | 0.098950 | 0.098020 |
| \(0\) | 0.909055 | −0.060181 | 0.084147 | 0.403204 | −0.015058 |
| \(+1\) | 0.410465 | −0.034139 | 0.791254 | 0.085338 | −0.088466 |

Here \(v'=2x/(x^2+1)^{3/2}+E\), which is \(\pm1/\sqrt2+E\) at \(x=\pm1\). The field pushes the electrons toward negative \(x\), the current is negative, and the density is larger at \(-1\) than at \(+1\). The interaction force \(-W\) points outward at both points.

The right side of (4), \(-nv'-T'-W\), is

\[ x=-1:\quad 0.291041-0.223770-0.098020=-0.030749, \]
\[ x=0:\quad -0.076494+0.022508+0.015058=-0.038928, \]
\[ x=+1:\quad -0.324782+0.213247+0.088466=-0.023069. \]

The time differences give \(\partial_tj=-0.030749\), \(-0.038928\) and \(-0.023069\). The right side of (5), \((nv')'+T''+W'\), is

\[ x=-1:\quad -0.522052+0.449956+0.090645=0.018549, \]
\[ x=0:\quad 1.813291-1.525022-0.293923=-0.005654, \]
\[ x=+1:\quad -0.586067+0.458430+0.107354=-0.020283, \]

and the time differences give \(\partial_t^2n=0.018549\), \(-0.005654\) and \(-0.020283\). The largest difference between the two sides anywhere on the grid is \(3.8\times10^{-7}\), about \(2\times10^{-5}\) of the largest value of \(|\partial_t^2n|\), which is \(0.020344\) on the grid points (between them it reaches \(0.02040\), near \(x=0.92\)).

The sum is a small remainder of large terms; at \(x=0\) it is \(0.3\%\) of the external term. The reason is (12): at \(E_0=0\) the three terms are finite and cancel exactly, so their sum is at most of first order in \(E_0\). At the centre it is of higher order still. The Hamiltonian is unchanged when all \(x_j\) and \(E_0\) change sign together, and the ground state is even, so \(n(x,t;E_0)=n(-x,t;-E_0)\). The parts of \(n\) odd in \(x\) are odd in \(E_0\), and the parts even in \(x\) are even in \(E_0\). At \(|x|=1\) the odd part of \(\partial_t^2n\) has size \(\tfrac12(0.018549+0.020283)=0.019416\) and the even part is \(\tfrac12(0.018549-0.020283)=-0.000867\). The value at \(x=0\) is purely even, hence of second or higher order, yet its size is \(28\%\) of the maximum. At this field the response at the centre is nonlinear and not negligible.

For the global law (11), both \(\int x\,\partial_t^2n\,dx\) and \(-\int nv'dx\) equal \(-0.115185\). The field alone supplies \(-2E=-0.168294\), so the binding well supplies a restoring force of \(0.168294-0.115185=0.053109\).

Equation (13) can be integrated once on the line, giving \(nv'(x)=\int_{-\infty}^x(\partial_t^2n-q)\,dx'=-\partial_tj-T'-W\). At \(x=0\) the well exerts no force, so \(v'(0)\) should be the applied field. With the time-differenced \(\partial_tj\),

\[ v'(0)=\frac{0.038928+0.022508+0.015058}{0.909055}=\frac{0.076494}{0.909055}=0.084147. \]

Integrating \(\partial_t^2n-q\) itself, by division by \(ik\) in Fourier space, gives the same \(0.084147\), or \(4.33\times10^{10}\) V/m.

## 9. Worked example: Hooke's atom

Two electrons in \(v=r^2/8\) repel through \(1/u\). Since \(r_1^2+r_2^2=2R^2+\tfrac12u^2\),

\[ H=\big[-\tfrac14\nabla_R^2+\tfrac14R^2\big]+\big[-\nabla_u^2+\tfrac1{16}u^2+\tfrac1u\big]. \]

The first bracket is an oscillator of mass 2 and frequency \(\tfrac12\), with ground state \(e^{-R^2/2}\) and energy \(\tfrac34\). For the second, take \((1+\tfrac12u)e^{-u^2/8}\), so that the radial function is \(\chi=p\,e^{-u^2/8}\) with \(p=u+\tfrac12u^2\). Then \(\chi''=[p''-\tfrac12up'+(\tfrac1{16}u^2-\tfrac14)p]e^{-u^2/8}\), and

\[ -\chi''+\big(\tfrac1{16}u^2+\tfrac1u\big)\chi=\big[-1+\tfrac12u(1+u)+\tfrac14p+1+\tfrac12u\big]e^{-u^2/8}=\tfrac54\chi. \]

The exact singlet state is \(\Psi=(1+\tfrac12u)\,g\), with \(g=\mathcal N^{-1/2}e^{-(r_1^2+r_2^2)/4}\) and energy \(\tfrac34+\tfrac54=2\) hartree. The norm is \(\mathcal N=\pi^{3/2}\,4\pi\int u^2(1+\tfrac12u)^2e^{-u^2/4}du\). The integrals of \(u^2\), \(u^3\) and \(\tfrac14u^4\) against \(e^{-u^2/4}\) are \(2\sqrt\pi\), \(8\) and \(3\sqrt\pi\), so \(\mathcal N=4\pi^{5/2}(8+5\sqrt\pi)=1179.91\) bohr\(^6\).

With \(\nabla_1u=-\mathbf u/u\), \(\nabla_1^2u=2/u\), \(\nabla_1g=-\tfrac12\mathbf r g\) and \(\nabla_1^2g=(\tfrac14r^2-\tfrac32)g\),

\[ \nabla_1\Psi=-g\Big[\frac{\mathbf u}{2u}+\big(1+\tfrac12u\big)\frac{\mathbf r}{2}\Big],\qquad \nabla_1^2\Psi=g\Big[\frac1u+\frac{\mathbf r\cdot\mathbf u}{2u}+\big(1+\tfrac12u\big)\big(\tfrac14r^2-\tfrac32\big)\Big]. \]

These give \(\nabla n=4\int\Psi\nabla_1\Psi\), \(\nabla^2n=4\int(|\nabla_1\Psi|^2+\Psi\nabla_1^2\Psi)\), the tensor in the form (9), and \(\mathbf W=2\int\Psi^2\,\mathbf u/u^3\). The integrals over \(\mathbf r_2\) were done in spherical coordinates centred on \(\mathbf r\), where \(u^2du\) absorbs the singular factors, with Gauss–Legendre rules of 70 points in \(u\) up to 14 bohr and 32 in \(\cos\theta\), and 12 equally spaced azimuths. Divergences were taken by fourth-order central differences of step 0.01 bohr. The radial components, with \(v'=r/4\), are

| \(r\) | \(n\) | \(nv'\) | \((\nabla\!\cdot T)_r\) | \(W_r\) |
|---|---|---|---|---|
| 0.5 | 0.0818436 | 0.0102305 | −0.0020570 | −0.0081735 |
| 1.0 | 0.0623284 | 0.0155821 | −0.0059486 | −0.0096335 |
| 2.0 | 0.0189471 | 0.0094735 | −0.0068827 | −0.0025908 |

In each row the last three entries sum to zero, as (12) requires; at \(r=1\), \(0.0059486+0.0096335=0.0155821\). Repulsion carries the fraction \(|W_r|/(nv')=0.80\), \(0.62\) and \(0.27\) of the confining force at the three radii. The fraction must tend to zero at large \(r\). The ratio \(-W_r/n\) is the field of the other electron, whose conditional density is proportional to \((1+\tfrac12u)^2e^{-r_2^2/2}\) and stays near the origin, so the ratio approaches \(1/r^2\) while \(v'\) grows as \(r/4\).

A radial field \(F(r)\hat{\mathbf r}\) has divergence \(F'+2F/r\). Applying this at \(r=1\), with a difference step of 0.02 bohr, gives the three terms of (5):

\[ \nabla\!\cdot(n\nabla v)+\partial_k\partial_iT_{ik}+\nabla\!\cdot\mathbf W=0.0351472-0.0196820-0.0154652=0, \]

the unrounded sum being \(2.4\times10^{-10}\).

The Kohn–Sham state is the doubly occupied real orbital \(\sqrt{n/2}\). Equation (10) with zero velocity, in the form (9), gives \(\tilde T^s_{ik}=\partial_in\,\partial_kn/(4n)-\tfrac14\delta_{ik}\nabla^2n\). The terms in \(\nabla^2n\) cancel in \(T-T^s\). For any direction \(\mathbf e\), the Cauchy–Schwarz inequality gives \((\partial_en)^2=\big(4\int\Psi\,\partial_e\Psi\big)^2\le4n\cdot2\int(\partial_e\Psi)^2\), so the difference is positive semidefinite. At \(r=1\) its radial element is \(0.0369670-0.0361653=0.0008017\) and its transverse element is \(0.0286452-0.0275311=0.0011141\).

Subtracting (12) for the two systems gives \(n\,v_{Hxc}'=[\nabla\cdot(T-T^s)]_r+W_r\). At \(r=1\), \((\nabla\cdot T^s)_r=-0.0037417\), and

\[ \frac{W_r}{n}=\frac{-0.0096335}{0.0623284}=-0.15456,\qquad \frac{-0.0059486+0.0037417}{0.0623284}=-0.03541, \]

\[ v_{Hxc}'(1)=-0.15456-0.03541=-0.18997\ \text{hartree/bohr}=-9.77\ \text{eV/Å}. \]

The Kohn–Sham equation \(-\tfrac12\nabla^2\sqrt n+v_s\sqrt n=\epsilon\sqrt n\) gives the potential directly. With \(\nabla^2\sqrt n=\nabla^2n/(2\sqrt n)-|\nabla n|^2/(4n^{3/2})\),

\[ v_s=\epsilon+\frac{\nabla^2n}{4n}-\frac{|\nabla n|^2}{8n^2}. \]

Differentiating this by central differences and subtracting \(v'=\tfrac14\) gives \(-0.18997\) again, using the density alone.

For one doubly occupied orbital \(\rho_2=2|\phi(\mathbf r)|^2|\phi(\mathbf r')|^2=\tfrac12n(\mathbf r)n(\mathbf r')\). The Hartree-plus-exchange energy is then half the Hartree energy, and \(v_{Hx}=\tfrac12v_H\). Gauss's law gives \(v_H'=-Q(r)/r^2\), with \(Q\) the number of electrons inside \(r\). Gauss–Legendre integration of \(4\pi r^2n\) gives \(Q(1)=0.303539\), so \(v_{Hx}'=-0.15177\) and

\[ v_c'(1)=-0.18997+0.15177=-0.03820\ \text{hartree/bohr}. \]

The correlation slope has two sources. The change of the pair density contributes \(-0.15456+0.15177=-0.00279\), and the difference of stress tensors contributes \(-0.03541\). At this radius in this system, \(93\%\) of \(v_c'\) is kinetic.

Numerical values quoted here were computed with a short program.
